# Image-Charge Lowering of a Tunnel Barrier Midway Between Two Metal Electrodes: test program

```python
"""Image-charge lowering of a tunnel barrier between two metal electrodes.

Result under test: an electron midway between two perfectly screening plates,
a distance d apart in an insulator of permittivity eps, has the image energy
    W = -e^2 ln(2) / (4 pi eps d),
measured from the electron in an unbounded insulator.
In the tests, lengths are in units of d and energies in e^2/(4 pi eps d).
z is the distance from the left plate, k the in-plane wavenumber, and r the
reflection factor of an electrode (r = -1 for a perfect metal).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, polygamma

LN2 = np.log(2.0)


def image_energy(z):
    """Closed form of the image energy at position z, perfect metals."""
    return 0.25 * (2 * np.euler_gamma + digamma(z) + digamma(1 - z))


def induced_kernel(k, z, r1, r2):
    """Induced potential at the charge for one in-plane wavenumber."""
    top = (r1 * np.exp(-2 * k * z) + r2 * np.exp(-2 * k * (1 - z))
           + 2 * r1 * r2 * np.exp(-2 * k))
    return top / (1 - r1 * r2 * np.exp(-2 * k))


def energy_from_kernel(z, refl1, refl2):
    """Half the induced potential, integrated over wavenumber."""
    value = quad(lambda k: induced_kernel(k, z, refl1(k), refl2(k)),
                 1e-7, np.inf, limit=300)[0]
    return 0.5 * value


def perfect(k):
    return -1.0


# ---- Test: a truncated image chain leaves only a small plate potential
for n_max in (5, 50, 500):
    n = np.arange(-n_max, n_max + 1)
    sign = np.where(n % 2 == 0, 1.0, -1.0)
    for plate in (-0.5, 0.5):
        for rho in (0.0, 0.3, 1.0, 4.0):
            pot = np.sum(sign / np.sqrt(rho**2 + (n - plate)**2))
            assert abs(pot) <= 1 / (n_max + 0.5) + 1e-11

# ---- Test: the alternating sum and its remainder bound
for n_max in (1, 2, 10, 1000):
    m = np.arange(1, n_max + 1)
    partial = np.sum(np.where(m % 2 == 1, 1.0, -1.0) / m)
    assert abs(partial - LN2) < 1 / (n_max + 1)

# ---- Test: field solution in wavenumber space against both closed forms
mid_field = energy_from_kernel(0.5, perfect, perfect)
assert abs(mid_field + LN2) < 1e-6
for z in (0.15, 0.3, 0.5, 0.8):
    assert abs(energy_from_kernel(z, perfect, perfect)
               - image_energy(z)) < 1e-6

# ---- Test: the pull on a plate, from the induced surface charge
heights = np.arange(3001) + 0.5
signs = np.where(np.arange(3001) % 2 == 0, 1.0, -1.0)
signs[-1] *= 0.5          # mean of the last two partial sums
nodes, weights = np.polynomial.legendre.leggauss(160)
rho_nodes = 5 * (nodes + 1)
surface = np.array([np.sum(signs * heights / (rho**2 + heights**2)**1.5)
                    for rho in rho_nodes])
plate_pull = 5 * np.sum(weights * surface**2 * rho_nodes)
assert abs(plate_pull - LN2) < 1e-7


# ---- Test: work against the force of the images gives the energy change
image_index = np.arange(1, 3001)


def image_force(z):
    """Explicit sum of Coulomb forces from the opposite-sign images."""
    right = 1 / (2 * image_index - 2 * z)**2
    left = 1 / (2 * image_index + 2 * z)**2
    return -1 / (2 * z)**2 + np.sum(right - left)


work = -quad(image_force, 0.2, 0.5)[0]
assert abs(work - (image_energy(0.5) - image_energy(0.2))) < 1e-6

# ---- Test: concave profile with its top at the midplane
z_grid = np.linspace(0.02, 0.98, 97)
assert np.all(polygamma(2, z_grid) + polygamma(2, 1 - z_grid) < 0)
top_flat = minimize_scalar(lambda z: -image_energy(z),
                           bounds=(0.05, 0.9), method="bounded").x
assert abs(top_flat - 0.5) < 1e-4

# ---- Test: reflection kernel against direct boundary matching
# Electrode condition: slope/value of the potential = stiff1 or -stiff2.
for k in (0.3, 1.0, 3.0):
    for z, stiff1, stiff2 in ((0.5, 7.0, 2.9 * k), (0.3, 1.7, 12.0)):
        matrix = np.array([[k - stiff1, -k - stiff1],
                           [(k + stiff2) * np.exp(k),
                            (stiff2 - k) * np.exp(-k)]])
        rhs = np.array([(stiff1 - k) * np.exp(-k * z),
                        (k - stiff2) * np.exp(-k * (1 - z))])
        grow, decay = np.linalg.solve(matrix, rhs)
        matched = grow * np.exp(k * z) + decay * np.exp(-k * z)
        r1 = (k - stiff1) / (k + stiff1)
        r2 = (k - stiff2) / (k + stiff2)
        assert abs(matched - induced_kernel(k, z, r1, r2)) < 1e-10

# ---- Worked example: round inputs, rough regime of a high-k insulator
d_nm = 3.0
eps_opt, eps_static = 4.0, 20.0
barrier_ev = 2.0
mass_ratio = 0.2
bias_v = 0.5
temperature = 300.0
screen_nm = 0.05          # screening length in the metal
eps_metal = 1.0           # background permittivity of the metal
eps_semi = 11.7           # silicon-like electrode, no mobile carriers
phonon_ev, plasmon_ev = 0.05, 3.0
breakdown_mv_cm = 5.0

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
scale = coulomb / (eps_opt * d_nm)                           # eV
lowering = scale * LN2
lowering_static = coulomb * LN2 / (eps_static * d_nm)
one_plate = coulomb / (4 * eps_opt * (d_nm / 2))
assert abs(lowering / (2 * one_plate) - LN2) < 1e-12


def metal_reflection(k):
    """Thomas-Fermi metal; k in units of 1/d."""
    decay_rate = np.sqrt(k**2 + (d_nm / screen_nm)**2)
    return ((eps_opt * k - eps_metal * decay_rate)
            / (eps_opt * k + eps_metal * decay_rate))


def semi_reflection(k):
    return (eps_opt - eps_semi) / (eps_opt + eps_semi)


lower_screen = -scale * energy_from_kernel(0.5, metal_reflection,
                                           metal_reflection)
lower_semi = -scale * energy_from_kernel(0.5, perfect, semi_reflection)
assert 0 < lower_screen < lowering and 0 < lower_semi < lowering

mass = mass_ratio * const.m_e
kappa_unit = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9  # 1/(nm sqrt eV)


def profile(z, bias, with_image):
    image = scale * image_energy(z) if with_image else 0.0
    return barrier_ev - bias * z + image


def wkb_exponent(bias, with_image):
    """Twice the integrated decay constant between the turning points."""
    left, right = 0.0, 1.0
    if with_image:
        left = brentq(lambda z: profile(z, bias, True), 1e-6, 0.5)
        right = brentq(lambda z: profile(z, bias, True), 0.5, 1 - 1e-6)
    integral = quad(lambda z: np.sqrt(max(profile(z, bias, with_image), 0)),
                    left, right, limit=300)[0]
    return 2 * kappa_unit * d_nm * integral


exp_bare = wkb_exponent(0.0, False)
exp_uniform = 2 * kappa_unit * d_nm * np.sqrt(barrier_ev - lowering)
exp_full = wkb_exponent(0.0, True)
exp_bias_bare = wkb_exponent(bias_v, False)
exp_bias_full = wkb_exponent(bias_v, True)
assert exp_full < exp_uniform < exp_bare

biased_top = minimize_scalar(lambda z: -profile(z, bias_v, True),
                             bounds=(0.01, 0.9), method="bounded",
                             options={"xatol": 1e-9}).x
top_lowering = barrier_ev - profile(biased_top, bias_v, True)
assert biased_top < 0.5 and top_lowering > lowering
field_mv_cm = bias_v / d_nm * 10
assert field_mv_cm < breakdown_mv_cm

kappa = kappa_unit * np.sqrt(barrier_ev - lowering) * 1e9     # 1/m
transit = mass * d_nm * 1e-9 / (const.hbar * kappa)           # s
phonon_phase = phonon_ev * const.e / const.hbar * transit
plasmon_phase = plasmon_ev * const.e / const.hbar * transit
assert phonon_phase < 1 < plasmon_phase

kt_ev = const.k * temperature / const.e
slope = exp_uniform / (2 * (barrier_ev - lowering))           # 1/eV
thermal_factor = quad(lambda x: np.exp(slope * kt_ev * x)
                      / (4 * np.cosh(x / 2)**2), -60, 60, points=[0])[0]
over_exponent = (barrier_ev - lowering) / kt_ev
assert over_exponent > exp_uniform

print(f"Thickness d: {d_nm:.1f} nm")
print(f"Relative permittivity, optical: {eps_opt:.1f}")
print(f"Relative permittivity, static: {eps_static:.1f}")
print(f"Bare barrier: {barrier_ev:.2f} eV")
print(f"Tunnelling mass: {mass_ratio:.2f} electron masses")
print(f"Temperature: {temperature:.0f} K")
print(f"e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"e^2/(4 pi eps d): {scale:.5f} eV")
print(f"ln 2: {LN2:.6f}")
print(f"Midplane energy / scale, field solution: {mid_field:.6f}")
print(f"Plate pull x d / scale, surface charge: {plate_pull:.6f}")
for count in (1, 2, 3, 4, 10, 100):
    m = np.arange(1, count + 1)
    part = scale * np.sum(np.where(m % 2 == 1, 1.0, -1.0) / m)
    print(f"Lowering from {count} image pairs: {part:.5f} eV")
print(f"Midplane lowering, full sum: {lowering:.5f} eV")
print(f"Midplane lowering, full sum: {lowering * const.e:.4e} J")
print(f"Lowered barrier top, no bias: {barrier_ev - lowering:.4f} eV")
print(f"One isolated electrode at d/2: {one_plate:.5f} eV")
print(f"Two isolated electrodes added: {2 * one_plate:.5f} eV")
print(f"WKB exponent, bare barrier: {exp_bare:.3f}")
print(f"WKB exponent, uniform lowering: {exp_uniform:.3f}")
print(f"WKB exponent, full image profile: {exp_full:.3f}")
print(f"WKB gain, uniform lowering: {np.exp(exp_bare - exp_uniform):.3f}")
print(f"WKB gain, full image profile: {np.exp(exp_bare - exp_full):.3f}")
print(f"Bias: {bias_v:.2f} V")
print(f"Field at this bias: {field_mv_cm:.2f} MV/cm")
print(f"Rough breakdown field, input: {breakdown_mv_cm:.1f} MV/cm")
print(f"Barrier top from cathode, biased: {biased_top * d_nm:.3f} nm")
print(f"Top below bare barrier, biased: {top_lowering:.4f} eV")
print(f"WKB exponent, biased, no images: {exp_bias_bare:.3f}")
print(f"WKB exponent, biased, with images: {exp_bias_full:.3f}")
print(f"Metal screening length, input: {screen_nm:.3f} nm")
print(f"Metal background permittivity, input: {eps_metal:.1f}")
print(f"Lowering with finite screening: {lower_screen:.5f} eV")
print(f"Semiconductor permittivity, input: {eps_semi:.1f}")
print(f"Semiconductor reflection factor: {semi_reflection(1.0):.4f}")
print(f"Lowering, metal and semiconductor: {lower_semi:.5f} eV")
print(f"Lowering with static permittivity: {lowering_static:.5f} eV")
print(f"Traversal time: {transit * 1e15:.3f} fs")
print(f"Phonon energy, input: {phonon_ev:.3f} eV")
print(f"Phonon frequency x traversal time: {phonon_phase:.3f} rad")
print(f"Plasmon energy, input: {plasmon_ev:.1f} eV")
print(f"Plasmon frequency x traversal time: {plasmon_phase:.2f} rad")
print(f"Thermal energy kT: {kt_ev:.5f} eV")
print(f"Thermal gain of tunnelling: {thermal_factor:.4f}")
print(f"Exponent for emission over the top: {over_exponent:.1f}")
print("verified")
```

Running it gives:

```
Thickness d: 3.0 nm
Relative permittivity, optical: 4.0
Relative permittivity, static: 20.0
Bare barrier: 2.00 eV
Tunnelling mass: 0.20 electron masses
Temperature: 300 K
e^2/(4 pi eps0): 1.43996 eV nm
e^2/(4 pi eps d): 0.12000 eV
ln 2: 0.693147
Midplane energy / scale, field solution: -0.693147
Plate pull x d / scale, surface charge: 0.693147
Lowering from 1 image pairs: 0.12000 eV
Lowering from 2 image pairs: 0.06000 eV
Lowering from 3 image pairs: 0.10000 eV
Lowering from 4 image pairs: 0.07000 eV
Lowering from 10 image pairs: 0.07747 eV
Lowering from 100 image pairs: 0.08258 eV
Midplane lowering, full sum: 0.08318 eV
Midplane lowering, full sum: 1.3326e-20 J
Lowered barrier top, no bias: 1.9168 eV
One isolated electrode at d/2: 0.06000 eV
Two isolated electrodes added: 0.12000 eV
WKB exponent, bare barrier: 19.441
WKB exponent, uniform lowering: 19.033
WKB exponent, full image profile: 17.690
WKB gain, uniform lowering: 1.505
WKB gain, full image profile: 5.760
Bias: 0.50 V
Field at this bias: 1.67 MV/cm
Rough breakdown field, input: 5.0 MV/cm
Barrier top from cathode, biased: 0.709 nm
Top below bare barrier, biased: 0.2493 eV
WKB exponent, biased, no images: 18.170
WKB exponent, biased, with images: 16.337
Metal screening length, input: 0.050 nm
Metal background permittivity, input: 1.0
Lowering with finite screening: 0.07332 eV
Semiconductor permittivity, input: 11.7
Semiconductor reflection factor: -0.4904
Lowering, metal and semiconductor: 0.07037 eV
Lowering with static permittivity: 0.01664 eV
Traversal time: 1.634 fs
Phonon energy, input: 0.050 eV
Phonon frequency x traversal time: 0.124 rad
Plasmon energy, input: 3.0 eV
Plasmon frequency x traversal time: 7.45 rad
Thermal energy kT: 0.02585 eV
Thermal gain of tunnelling: 1.0276
Exponent for emission over the top: 74.1
verified
```
